# Siepmann-Sprik equations for Gaussian electrode charges and the neutrality-projected inverse matrix: a numerical check

```python
"""Constant-potential electrodes with Gaussian charges (Siepmann-Sprik).

Result under test: the electrode charges Q that minimise
    Omega = Q.A.Q/2 + Q.v + U_ion - Q.psi   at fixed sum(Q) = total
are Q = S (psi - v) + total * h / sum(h), where h = A^-1 1 and
    S = A^-1 - h h^T / sum(h)   (projected inverse).
A: Gaussian-Gaussian interaction matrix (V/e), v: ion potential averaged
over each Gaussian (V), psi: prescribed potentials (V), chi: uniform shift.
Units: charge e, length nm, potential V, energy eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import cho_factor, cho_solve, null_space
from scipy.spatial.distance import cdist
from scipy.special import erf

K = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # V nm / e
ETA = 20.0                                       # inverse Gaussian width, 1/nm


def kernel(r, a):
    """K erf(a r)/r with its limit at r = 0."""
    r = np.asarray(r, dtype=float)
    safe = np.where(r > 1e-12, r, 1.0)
    return K * np.where(r > 1e-12, erf(a * safe) / safe, 2 * a / np.sqrt(np.pi))


def interaction_matrix(sites, eta=ETA):
    return kernel(cdist(sites, sites), eta / np.sqrt(2))


def ion_potential(sites, ions, q_ions, eta=ETA):
    return kernel(cdist(sites, ions), eta) @ q_ions


def projected_inverse(A):
    inverse = np.linalg.inv(A)
    h = inverse.sum(axis=1)
    return inverse - np.outer(h, h) / h.sum()


def solve_charges(A, v, psi, total):
    h = np.linalg.solve(A, np.ones(len(A)))
    free = np.linalg.solve(A, psi - v)
    chi = (total - free.sum()) / h.sum()
    return free + chi * h, chi


# ---- kernels from the definition of the electrostatic potential ----
def density(s):
    return (ETA**2 / np.pi)**1.5 * np.exp(-(ETA * s)**2)


for r in (0.02, 0.04, 0.10):
    inside = quad(lambda s: 4 * np.pi * s**2 * density(s), 0, r)[0] / r
    outside = quad(lambda s: 4 * np.pi * s * density(s), r, r + 0.5)[0]
    assert abs(K * (inside + outside) - kernel(r, ETA)) < 1e-6

x_leg, w_leg = np.polynomial.legendre.leggauss(80)
s_max = 7 / ETA
s_nodes = 0.5 * s_max * (x_leg + 1)
s_weights = 0.5 * s_max * w_leg * 2 * np.pi * s_nodes**2 * density(s_nodes)
for r in (0.0, 0.06, 0.20):
    dist2 = r**2 + s_nodes[:, None]**2 - 2 * r * s_nodes[:, None] * x_leg
    pot = kernel(np.sqrt(np.maximum(dist2, 0)), ETA)
    average = s_weights @ pot @ w_leg
    assert abs(average - kernel(r, ETA / np.sqrt(2))) < 1e-6

# ---- small cluster: minimum of an explicitly summed energy ----
sites = np.array([[0, 0, 0], [0.29, 0, 0], [0, 0.31, 0.05],
                  [0, 0, 1.5], [0.3, 0.1, 1.5], [0.1, 0.35, 1.6]])
ions = np.array([[0.1, 0.1, 0.5], [0.2, 0.0, 0.95]])
psi = np.array([1.0, 1.0, 1.0, 0.0, 0.0, 0.0])
M = len(sites)
ones = np.ones(M)


def grand_energy(Q, ion_pos, q_ions):
    """Omega as an explicit sum over self terms and pairs."""
    energy = -sum(Q[i] * psi[i] for i in range(M))
    for i in range(M):
        energy += 0.5 * K * np.sqrt(2 / np.pi) * ETA * Q[i]**2
        for j in range(i):
            r = np.linalg.norm(sites[i] - sites[j])
            energy += K * Q[i] * Q[j] * erf(ETA * r / np.sqrt(2)) / r
        for k in range(len(q_ions)):
            r = np.linalg.norm(sites[i] - ion_pos[k])
            energy += K * Q[i] * q_ions[k] * erf(ETA * r) / r
    r = np.linalg.norm(ion_pos[0] - ion_pos[1])
    return energy + K * q_ions[0] * q_ions[1] / r


A = interaction_matrix(sites)
S = projected_inverse(A)
h = np.linalg.solve(A, ones)
min_dev = 0.0
for q_ions in (np.array([1.0, -1.0]), np.array([1.0, -0.4])):
    total = -q_ions.sum()

    def reduced(x):
        return grand_energy(np.append(x, total - x.sum()), ions, q_ions)

    # finite differences are exact for a quadratic function
    unit = np.eye(M - 1)
    f0 = reduced(np.zeros(M - 1))
    fp = np.array([reduced(u) for u in unit])
    fm = np.array([reduced(-u) for u in unit])
    hess = np.array([[reduced(a + b) for b in unit] for a in unit])
    hess = hess - fp[:, None] - fp[None, :] + f0
    x_min = -np.linalg.solve(hess, (fp - fm) / 2)
    assert np.linalg.eigvalsh(hess).min() > 0
    Q_min = np.append(x_min, total - x_min.sum())
    v = ion_potential(sites, ions, q_ions)
    Q_formula = S @ (psi - v) + total * h / h.sum()
    min_dev = max(min_dev, np.abs(Q_min - Q_formula).max())
    chi = solve_charges(A, v, psi, total)[1]
    slope = [(grand_energy(Q_min + u, ions, q_ions)
              - grand_energy(Q_min - u, ions, q_ions)) / 2 for u in np.eye(M)]
    assert np.allclose(slope, chi, atol=1e-8)    # one common shift
    if abs(total) < 1e-12:
        drive = psi - v
        closed = grand_energy(0 * ones, ions, q_ions) - drive @ S @ drive / 2
        assert abs(closed - grand_energy(Q_min, ions, q_ions)) < 1e-9
assert min_dev < 1e-9


# ---- force on an ion: fixed optimal charges against minimised Omega ----
def minimised(ion_pos):
    v_here = ion_potential(sites, ion_pos, q_ions)
    return grand_energy(solve_charges(A, v_here, psi, total)[0], ion_pos, q_ions)


Q_opt = solve_charges(A, ion_potential(sites, ions, q_ions), psi, total)[0]
sep = ions[0] - sites
r = np.linalg.norm(sep, axis=1)
dkernel = K * (2 * ETA * np.exp(-(ETA * r)**2) / (np.sqrt(np.pi) * r)
               - erf(ETA * r) / r**2)
force = -q_ions[0] * (Q_opt * dkernel / r) @ sep
pair = ions[0] - ions[1]
force = force + K * q_ions[0] * q_ions[1] * pair / np.linalg.norm(pair)**3
numeric = []
for axis in range(3):
    step = np.zeros((2, 3))
    step[0, axis] = 1e-4
    numeric.append(-(minimised(ions + step) - minimised(ions - step)) / 2e-4)
force_dev = np.abs(force - numeric).max()
assert force_dev < 1e-5

# ---- properties of the projected inverse ----
Z = null_space(ones[None, :])
assert np.allclose(S, Z @ np.linalg.inv(Z.T @ A @ Z) @ Z.T, atol=1e-12)
assert np.allclose(S @ ones, 0, atol=1e-12) and np.allclose(S @ A @ S, S)
A_shifted = A - 3 / h.sum() * np.outer(ones, ones)
assert np.linalg.eigvalsh(A_shifted).min() < 0   # indefinite, S still the same
assert np.allclose(projected_inverse(A_shifted), S, atol=1e-11)
no_self = A - np.diag(np.diag(A))
assert np.linalg.eigvalsh(Z.T @ no_self @ Z).min() < 0

# ---- thermal variance of an electrode charge by direct integration ----
kT = sc.k * 300 / sc.e                           # eV
A3 = A[np.ix_([0, 1, 3], [0, 1, 3])]
n3 = np.array([1.0, 1.0, 0.0])
g = np.linspace(-0.4, 0.4, 401)
qa, qb = np.meshgrid(g, g, indexing="ij")
Q3 = np.array([qa, qb, -qa - qb])
weight = np.exp(-0.5 * np.einsum("iab,ij,jab->ab", Q3, A3, Q3) / kT)
variance = (weight * (qa + qb)**2).sum() / weight.sum()
assert abs(variance / (kT * n3 @ projected_inverse(A3) @ n3) - 1) < 1e-6

# ---- worked example: two aluminium-like plates, rough parameters ----
LATTICE, WORK_FUNCTION, VALENCE = 0.40, 4.2, 3   # nm, eV, electrons per atom
GAP, N_SIDE, VOLT = 2.0, 20, 1.0                 # nm, atoms, V
SPACING = LATTICE / np.sqrt(2)


def plates(n_side, gap):
    line = (np.arange(n_side) - (n_side - 1) / 2) * SPACING
    X, Y = (c.ravel() for c in np.meshgrid(line, line, indexing="ij"))
    layers = []
    for z, shift in ((0, 0), (-LATTICE / 2, SPACING / 2),
                     (gap, 0), (gap + LATTICE / 2, SPACING / 2)):
        layers.append(np.column_stack([X + shift, Y + shift, 0 * X + z]))
    return np.vstack(layers)


def capacitance(n_side=N_SIDE, gap=GAP, eta=ETA, hardness=0.0):
    """Charge on the lower plate per volt, e/V; Cholesky needs A > 0."""
    pos = plates(n_side, gap)
    matrix = interaction_matrix(pos, eta) + hardness * np.eye(len(pos))
    lower = (np.arange(len(pos)) < len(pos) // 2).astype(float)
    rhs = np.column_stack([np.ones(len(pos)), lower])
    sol = cho_solve(cho_factor(matrix), rhs)
    return lower @ sol[:, 1] - sol[:, 1].sum()**2 / sol[:, 0].sum()


pos = plates(N_SIDE, GAP)
n_atoms = len(pos)
half = n_atoms // 2
A_big = interaction_matrix(pos)
psi_big = np.where(np.arange(n_atoms) < half, VOLT, 0.0)
ion_z = np.array([0.7, 1.2])
ion_pos = np.column_stack([0 * ion_z, 0 * ion_z, ion_z])
q_pair = np.array([1.0, -1.0])
v_big = ion_potential(pos, ion_pos, q_pair)
Q_empty, chi_empty = solve_charges(A_big, 0 * v_big, psi_big, 0.0)
Q_ions, chi_ions = solve_charges(A_big, v_big, psi_big, 0.0)
assert abs(chi_empty + VOLT / 2) < 1e-8          # mirror symmetry
bordered = np.ones((n_atoms + 1, n_atoms + 1))
bordered[:-1, :-1] = A_big
bordered[-1, -1] = 0
check = np.linalg.solve(bordered, np.append(psi_big - v_big, 0.0))
assert np.allclose(check[:-1], Q_ions, atol=1e-9)
assert abs(check[-1] + chi_ions) < 1e-8

Q_free = np.linalg.solve(A_big, psi_big - v_big)
Q_equal = Q_free - Q_free.mean()
pot_equal = (A_big @ Q_equal + v_big)[:half]
spread_equal = np.ptp(pot_equal)
spread_proj = np.ptp((A_big @ Q_ions + v_big)[:half])
assert spread_equal > 0.01 and spread_proj < 1e-8

C = capacitance()
assert abs(C * VOLT - Q_empty[:half].sum()) < 1e-8
area = (N_SIDE * SPACING)**2                     # nm^2
C_ideal = area / (4 * np.pi * K * GAP)
C_small = capacitance(n_side=10)
ratio_small = C_small / (C_ideal / 4)
assert 1 < C / C_ideal < ratio_small             # fringe share falls with size
to_uC = sc.e * 1e18 * 100                        # e/nm^2 -> uC/cm^2
mid = slice(N_SIDE // 2 - 3, N_SIDE // 2 + 3)
layers = Q_empty[:half].reshape(2, N_SIDE, N_SIDE)[:, mid, mid]
sigma_in, sigma_out = layers.mean(axis=(1, 2)) / SPACING**2 * to_uC
sigma_ideal = VOLT / (4 * np.pi * K * GAP) * to_uC
assert abs(sigma_in / sigma_ideal - 1) < 0.15

# two-atom case worked by hand
A11, A12 = kernel(0.0, ETA / np.sqrt(2)), kernel(GAP, ETA / np.sqrt(2))
C_two = 1 / (2 * (A11 - A12))
S_two = projected_inverse(np.array([[A11, A12], [A12, A11]]))
assert abs(S_two[0, 0] - C_two) < 1e-12

# ---- size of what the model leaves out ----
IMAGE_OUT = 0.08                                 # nm beyond jellium edge, rough
image_shift = LATTICE / 4 + IMAGE_OUT
C_image = capacitance(gap=GAP - 2 * image_shift)
atom_density = 4 / LATTICE**3                    # 1/nm^3
n_e = VALENCE * atom_density * 1e27
E_F = sc.hbar**2 * (3 * np.pi**2 * n_e)**(2 / 3) / (2 * sc.m_e)
lam = np.sqrt(2 * sc.epsilon_0 * E_F / (3 * n_e * sc.e**2)) * 1e9
hardness = 4 * np.pi * K * lam**2 * atom_density
C_tf = capacitance(hardness=hardness)
C_wide = capacitance(eta=1 / 0.06)
assert C_tf < C < C_image and C_wide > C


def tunnel_rate(barrier_eV):
    """Electrons per second through the plate area, Simmons formula."""
    d = (GAP - LATTICE / 2) * 1e-9

    def part(phi_eV):
        phi = phi_eV * sc.e
        return phi * np.exp(-4 * np.pi * d / sc.h * np.sqrt(2 * sc.m_e * phi))

    diff = part(barrier_eV - VOLT / 2) - part(barrier_eV + VOLT / 2)
    return diff / (2 * np.pi * sc.h * d**2) * area * 1e-18


print(f"Coulomb constant K = {K:.5f} V nm/e")
print(f"Small cluster: max charge deviation = {min_dev:.1e} e")
print(f"Small cluster: max force deviation = {force_dev:.1e} eV/nm")
print(f"Inverse Gaussian width eta = {ETA:.1f} 1/nm")
print(f"Two atoms: separation = {GAP:.1f} nm")
print(f"Two atoms: A11 = {A11:.4f} V/e")
print(f"Two atoms: A12 = {A12:.4f} V/e")
print(f"Two atoms: capacitance = {C_two:.5f} e/V")
print(f"Lattice constant (rough) = {LATTICE:.2f} nm")
print(f"In-plane atom spacing = {SPACING:.4f} nm")
print(f"Atoms in both plates = {n_atoms}")
print(f"Plate area = {area:.2f} nm^2")
print(f"Gap between inner planes = {GAP:.1f} nm")
print(f"Applied voltage = {VOLT:.1f} V")
print(f"Mean field V/gap = {VOLT / GAP * 10:.1f} MV/cm")
print(f"Ion heights (+1 e, -1 e) = {ion_z[0]:.1f}, {ion_z[1]:.1f} nm")
print(f"Unconstrained net charge, with ions = {Q_free.sum():.4f} e")
print(f"Shift chi, empty gap = {chi_empty:.4f} V")
print(f"Shift chi, with ions = {chi_ions:.4f} V")
print(f"Lower plate potential, with ions = {VOLT + chi_ions:.4f} V")
print(f"Upper plate potential, with ions = {chi_ions:.4f} V")
print(f"Lower plate charge, empty gap = {Q_empty[:half].sum():.4f} e")
print(f"Lower plate charge, with ions = {Q_ions[:half].sum():.4f} e")
print(f"Upper plate charge, with ions = {Q_ions[half:].sum():.4f} e")
induced = Q_ions[:half].sum() - Q_empty[:half].sum()
print(f"Charge induced on lower plate = {induced:.4f} e")
print(f"Same, infinite-plate estimate = {-q_pair @ (1 - ion_z / GAP):.4f} e")
print(f"Potential spread, equal subtraction = {spread_equal:.4f} V")
print(f"Potential spread, projection = {spread_proj:.1e} V")
print(f"Capacitance = {C:.4f} e/V")
print(f"Capacitance (converted) = {C * sc.e * 1e18:.4f} aF")
print(f"Ideal-plate capacitance = {C_ideal:.4f} e/V")
print(f"Ratio to ideal, 20 x 20 plates = {C / C_ideal:.3f}")
print(f"Ratio to ideal, 10 x 10 plates = {ratio_small:.3f}")
print(f"Central density, inner layer = {sigma_in:.4f} uC/cm2")
print(f"Central density, outer layer = {sigma_out:.4f} uC/cm2")
print(f"Ideal-plate density = {sigma_ideal:.4f} uC/cm2")
print(f"Image plane outside atoms (rough) = {image_shift:.2f} nm")
print(f"Capacitance change, image plane = {100 * (C_image / C - 1):.1f} %")
print(f"Fermi energy = {E_F / sc.e:.2f} eV")
print(f"Thomas-Fermi length = {lam:.4f} nm")
print(f"Thomas-Fermi hardness = {hardness:.3f} V/e")
print(f"Capacitance change, hardness = {100 * (C_tf / C - 1):.2f} %")
print(f"Capacitance change, width 0.06 nm = {100 * (C_wide / C - 1):.2f} %")
print(f"Work function (rough) = {WORK_FUNCTION:.1f} eV")
print(f"Tunnelling barrier width = {GAP - LATTICE / 2:.1f} nm")
print(f"Tunnelling rate = {tunnel_rate(WORK_FUNCTION):.1e} electrons/s")
print(f"Same, barrier 1 eV lower = {tunnel_rate(WORK_FUNCTION - 1):.1e} electrons/s")
print(f"Thermal energy at 300 K = {kT:.5f} eV")
print(f"Thermal charge fluctuation = {np.sqrt(kT * C):.4f} e")
print(f"Single-electron charging energy = {1 / (2 * C):.4f} eV")
print("every check passed")
```

Output:

```
Coulomb constant K = 1.43996 V nm/e
Small cluster: max charge deviation = 1.7e-16 e
Small cluster: max force deviation = 3.4e-08 eV/nm
Inverse Gaussian width eta = 20.0 1/nm
Two atoms: separation = 2.0 nm
Two atoms: A11 = 22.9785 V/e
Two atoms: A12 = 0.7200 V/e
Two atoms: capacitance = 0.02246 e/V
Lattice constant (rough) = 0.40 nm
In-plane atom spacing = 0.2828 nm
Atoms in both plates = 1600
Plate area = 32.00 nm^2
Gap between inner planes = 2.0 nm
Applied voltage = 1.0 V
Mean field V/gap = 5.0 MV/cm
Ion heights (+1 e, -1 e) = 0.7, 1.2 nm
Unconstrained net charge, with ions = 0.9528 e
Shift chi, empty gap = -0.5000 V
Shift chi, with ions = -0.4998 V
Lower plate potential, with ions = 0.5002 V
Upper plate potential, with ions = -0.4998 V
Lower plate charge, empty gap = 1.7068 e
Lower plate charge, with ions = 1.4600 e
Upper plate charge, with ions = -1.4600 e
Charge induced on lower plate = -0.2468 e
Same, infinite-plate estimate = -0.2500 e
Potential spread, equal subtraction = 0.2649 V
Potential spread, projection = 4.3e-15 V
Capacitance = 1.7068 e/V
Capacitance (converted) = 0.2735 aF
Ideal-plate capacitance = 0.8842 e/V
Ratio to ideal, 20 x 20 plates = 1.930
Ratio to ideal, 10 x 10 plates = 2.769
Central density, inner layer = 0.4170 uC/cm2
Central density, outer layer = 0.1402 uC/cm2
Ideal-plate density = 0.4427 uC/cm2
Image plane outside atoms (rough) = 0.18 nm
Capacitance change, image plane = 12.2 %
Fermi energy = 11.95 eV
Thomas-Fermi length = 0.0484 nm
Thomas-Fermi hardness = 2.655 V/e
Capacitance change, hardness = -1.55 %
Capacitance change, width 0.06 nm = 2.46 %
Work function (rough) = 4.2 eV
Tunnelling barrier width = 1.8 nm
Tunnelling rate = 5.4e-01 electrons/s
Same, barrier 1 eV lower = 7.0e+01 electrons/s
Thermal energy at 300 K = 0.02585 eV
Thermal charge fluctuation = 0.2101 e
Single-electron charging energy = 0.2930 eV
every check passed
```
